# Crystal momentum, current and excited carriers in a driven one-dimensional crystal, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Hartree atomic units are used (\(\hbar=m_e=e=1\)), the electron has charge \(-1\), and the vector potential is scaled so that the electric field is \(E(t)=-dA/dt\), with \(A(0)=0\). The Kohn–Sham orbitals of a one-dimensional crystal of lattice constant \(a\) obey
\[
i\,\partial_t\psi=H(t)\,\psi,\qquad H(t)=\tfrac12\,[p+A(t)]^2+v(x),\qquad p=-i\partial_x,\qquad v(x+a)=v(x),
\]
with a local potential \(v\) and \(G=2\pi/a\). The crystal has \(N\) cells with periodic boundary conditions and two electrons per cell, which at \(t=0\) fill the lowest band. Unless stated otherwise \(v\) keeps its ground-state form.

(a) Find the conserved Bloch label, the crystal momentum that fixes the instantaneous Hamiltonian, and the equation of motion of the latter. Find the form of the same law in the length gauge and the property of \(v\) on which it rests.

(b) Expand an orbital in eigenstates of the instantaneous Hamiltonian (Houston states) and find the equations for the coefficients.

(c) Split the macroscopic current into intraband and interband parts. Decide whether the interband part is the time derivative of a polarization, and find the current for a weak, slow field.

(d) Excited electrons can be counted by projecting on the field-free band state at the original \(k\) or on the Houston state. Find both counts for a weak, slow field and decide when each is meaningful.

(e) Take the model \(v(x)=-V_0\cos Gx\) with \(a=5\) bohr and \(V_0=0.2\) Ha, so \(G=1.25664\) bohr\(^{-1}\). Evaluate three drives: (i) a constant field \(E=0.003\) acting on a wave packet in the lowest band, centred at \(k=0\) with standard deviation \(0.03\) bohr\(^{-1}\) in \(k\); (ii) a ramp \(E(t)=-\frac{8A_f}{3\tau}\sin^4(\pi t/\tau)\) for \(0\le t\le\tau\), with \(A_f=0.3\) and \(\tau=800\); (iii) a pulse \(A(t)=A_0\sin^2(\pi t/T)\cos\omega t\) with \(A_0=0.3\), \(\omega=0.03\) Ha and four cycles, \(T=837.758\) (20.26 fs), whose peak field is \(0.0086965\) (0.4472 V/Å).

## First estimate by scaling

Suppose that the crystal momentum \(\kappa\) responds to the force \(-E\) as an ordinary momentum would. It crosses the zone, of width \(G\), in a time \(G/E\), which is \(1.25664/0.003\approx 419\) for drive (i). Between the bottom and the top of a band of width \(W_1\) the electron gains the band energy \(W_1\), which the force supplies over a distance \(W_1/E\).

The other scales come from the zone edge, where \(V_0\) mixes the plane waves \(e^{i\kappa x}\) and \(e^{i(\kappa-G)x}\). With \(\kappa=G/2+\delta\) their kinetic energies are \((G/2\pm\delta)^2/2=G^2/8+\delta^2/2\pm G\delta/2\), and \(-V_0\cos Gx\) couples them with the matrix element \(-V_0/2\). The eigenvalues of this \(2\times2\) matrix are split by
\[
\Delta(\delta)=\sqrt{V_0^2+G^2\delta^2}=V_0\sqrt{1+y^2},\qquad y=\frac{\delta}{\kappa_w},\qquad \kappa_w=\frac{V_0}{G}.
\]
With \(\cot\theta=y\) the lower eigenvector is \((\sin\frac\theta2,\cos\frac\theta2)\) and the upper one \((\cos\frac\theta2,-\sin\frac\theta2)\). Differentiating \(\cot\theta=\delta/\kappa_w\) gives \(d\theta/d\delta=-\sin^2\theta/\kappa_w=-1/[\kappa_w(1+y^2)]\), so the lower state turns into the upper one at the rate
\[
\ell(\delta)=\frac12\left|\frac{d\theta}{d\delta}\right|=\frac{\ell_0}{1+y^2},\qquad \ell_0=\frac{1}{2\kappa_w}=\frac{G}{2V_0}.
\]
This rate is a length, and it is the natural candidate for the interband dipole. For the model the gap is about \(V_0=0.2\) Ha, \(\kappa_w=0.159\) bohr\(^{-1}\), \(\ell_0=3.14\) bohr, and the active fraction of the zone is \(f=\kappa_w/G=0.127\). The product \(\ell_0^2f=1/(4V_0)=1.25\) bohr\(^2\) does not depend on \(G\). The estimates follow.

- Band width: \(W_1\sim G^2/8-V_0/2=0.197-0.100=0.097\) Ha, so the packet of drive (i) moves by about \(0.097/0.003\approx 32\) bohr in half a period.
- A field mixes in the upper band with amplitude \(E\ell_0/V_0\). With two electrons per cell the admixed weight is \(2(E\ell_0/V_0)^2f=E^2/(2V_0^3)\), which is \(6\times10^{-5}\) at the peak of the ramp (\(|E|=0.001\)) and \(5\times10^{-3}\) at \(|E|=0.00866\).
- The induced dipole per electron is twice the amplitude times \(\ell_0\), so the polarization per length is \((2/a)\,2\,(E\ell_0^2/V_0)f=E/(aV_0^2)=5.0\,E\), and the current of the insulator should be of order \(5\,\dot E\).
- A shift of \(\kappa\) by \(A\) turns the band state through the angle \(A\ell\). A comparison with the unshifted state finds a missing weight \(2A^2\ell_0^2f=A^2/(2V_0)\approx 0.2\) per cell at \(A=0.3\), whatever the field. Since \(0.3>\kappa_w\), this number is outside its small-angle regime and gives only the order.
- The edge region is crossed in a time \(\kappa_w/E\), to be compared with \(1/V_0\). The ratio \(\gamma=V_0^2/(GE)\) is \(31.8\) for the ramp, \(10.6\) for drive (i) and \(3.66\) at the peak of the pulse. Lasting excitation should fall as \(e^{-c\gamma}\) with \(c\) of order one, which scaling cannot fix; only the pulse should leave a visible number of carriers.

The missing weight \(0.2\) is larger than the field-induced weights by factors of tens to thousands, so the choice of projection cannot be a detail while \(A\neq0\).

## Exact solution

### (a) The acceleration theorem

Let \(T_a\psi(x)=\psi(x+a)\). It commutes with \(p\), with the number \(A(t)\) and with the periodic \(v\), hence with \(H(t)\) at every time. If \(T_a\psi(0)=e^{ika}\psi(0)\), then \(\phi(t)=T_a\psi(t)-e^{ika}\psi(t)\) obeys the same Schrödinger equation, because \(T_a\) passes through \(H\), and starts from zero, so it stays zero. The orbital keeps the form \(\psi=e^{ikx}u_k(x,t)\) with \(u_k\) periodic and \(k\) constant. Since \(p\,e^{ikx}u=e^{ikx}(p+k)u\),
\[
i\,\partial_t u_k=h(\kappa)\,u_k,\qquad h(\kappa)=\tfrac12(p+\kappa)^2+v,\qquad \kappa(t)=k+A(t). \tag{1}
\]
The operator \(h(\kappa)\) is the field-free Bloch Hamiltonian, taken at \(\kappa\) instead of \(k\). The field enters only through this shift, and because \(k\) is constant,
\[
\frac{d\kappa}{dt}=\frac{dA}{dt}=-E(t). \tag{2}
\]
This is the acceleration theorem. It is exact at any field strength, and it makes no statement about the band: it fixes which \(h(\kappa)\) acts, not which eigenstate of it is occupied.

For the length gauge set \(\psi_L=e^{iAx}\psi\). Then \((p+A)\psi=(p+A)e^{-iAx}\psi_L=e^{-iAx}p\,\psi_L\), and \(i\partial_t\psi_L=-\dot A\,x\,\psi_L+e^{iAx}H\psi\), so \(H_L=p^2/2+v+Ex\). The orbital becomes \(\psi_L=e^{i(k+A)x}u_k\), whose Bloch label is \(\kappa\); \(\kappa\) is the gauge-invariant momentum and \(k\) is not. Directly in this gauge, \(T_ax=(x+a)T_a\) gives \([x,T_a]=-aT_a\), and for any state, a wave packet included,
\[
\frac{d\langle T_a\rangle}{dt}=i\langle[H_L,T_a]\rangle=-iaE\langle T_a\rangle,\qquad \langle T_a\rangle(t)=\langle T_a\rangle(0)\,e^{-ia\int_0^tE\,dt'}. \tag{3}
\]
Only \([v,T_a]=0\) was used, so \(v\) may depend on time. This covers the self-consistent Kohn–Sham potential: a periodic density gives periodic Hartree and exchange–correlation potentials, which keep the density periodic. Any uniform part of the induced or exchange–correlation field is not periodic as a scalar potential and has to be counted in \(A\). A non-periodic term \(w(x)\) gives \([w,T_a]=[w(x)-w(x+a)]T_a\neq0\) and breaks the law. The program tests (3) with real-space wave packets. With a driven periodic potential the complex number \(\langle T_a\rangle\), of modulus at most one, deviates from (3) by \(3.6\times10^{-8}\); with an added Gaussian impurity it deviates by \(0.157\).

### (b) Houston states

Let \(h(\kappa)u_{n\kappa}=\varepsilon_n(\kappa)u_{n\kappa}\), with \(\langle u_m|u_n\rangle=\int_0^a u_m^*u_n\,dx=\delta_{mn}\) and non-degenerate bands, \(n=1\) the filled one. Because \(p\,e^{-iGx}u=e^{-iGx}(p-G)u\), one has \(h(\kappa+G)e^{-iGx}=e^{-iGx}h(\kappa)\), so \(\varepsilon_n\) has period \(G\) and \(u_{n,\kappa+G}=e^{-iGx}u_{n\kappa}\) up to a phase. Define
\[
v_{mn}(\kappa)=\langle u_m|p+\kappa|u_n\rangle,\qquad \xi_{mn}(\kappa)=i\langle u_m|\partial_\kappa u_n\rangle .
\]
Differentiating \(\langle u_m|u_n\rangle=\delta_{mn}\) gives \(\langle\partial u_m|u_n\rangle=-\langle u_m|\partial u_n\rangle\), hence \(\xi_{nm}^*=-i\langle\partial u_m|u_n\rangle=\xi_{mn}\): the matrix is Hermitian. Completeness gives \(|\partial_\kappa u_n\rangle=-i\sum_l|u_l\rangle\xi_{ln}\). Differentiating the eigenvalue equation with \(\partial_\kappa h=p+\kappa\) and projecting on \(u_m\) gives
\[
v_{mn}+\varepsilon_m\langle u_m|\partial u_n\rangle=\partial_\kappa\varepsilon_n\,\delta_{mn}+\varepsilon_n\langle u_m|\partial u_n\rangle ,
\]
that is
\[
v_{nn}=\partial_\kappa\varepsilon_n,\qquad \xi_{mn}=\frac{i\,v_{mn}}{\varepsilon_n-\varepsilon_m}\quad(m\neq n). \tag{4}
\]
Both relations are tested against finite differences. The diagonal \(\xi_{nn}\) depends on the phase chosen for \(u_n\). For an even potential the plane-wave matrix \(\tfrac12(\kappa+jG)^2\delta_{jj'}+v_{j-j'}\) is real and symmetric, so the eigenvectors can be taken real and smooth in \(\kappa\). Then \(\langle u_n|\partial u_n\rangle\) is real, while normalization makes it imaginary, so \(\xi_{nn}=0\); moreover \(v_{mn}\) is real and \(\xi_{mn}\) is imaginary. This is called the real gauge below.

Write \(u_k(t)=\sum_n a_n(t)\,u_{n,\kappa(t)}\). The states \(u_{n,k+A(t)}\) are the Houston states; their dynamical phase is here left in \(a_n\). The time derivative acts on the coefficients and on the basis:
\[
i\partial_tu_k=\sum_n\left[i\dot a_n\,u_n+i\dot\kappa\,a_n\,\partial_\kappa u_n\right].
\]
Projecting (1) on \(u_m\) gives \(i\dot a_m+\dot\kappa\sum_n\xi_{mn}a_n=\varepsilon_ma_m\), and with (2)
\[
i\dot a_m=\varepsilon_m(\kappa)\,a_m+E(t)\sum_n\xi_{mn}(\kappa)\,a_n. \tag{5}
\]
The coupling is proportional to the field \(E\), not to \(A\), and \(E\xi\) stands where \(Ex\) stands in \(H_L\): \(\xi_{mn}\) is the interband dipole length, and in the two-wave model \(|\xi_{12}|=\ell(\delta)\). When \(E=0\) the populations \(|a_m|^2\) are constant whatever the value of \(A\). If the Kohn–Sham potential changes by a periodic \(\delta v(x,t)\), the term \(\sum_n\langle u_m|\delta v|u_n\rangle a_n\) is added to the right side of (5). Where two bands nearly touch, (4) makes \(\xi_{mn}\) large over a narrow range of \(\kappa\), and these bands must be kept together. For the pulse, (5) with five bands at \(k=0.31416\) bohr\(^{-1}\) reproduces the normalized state vector of a direct plane-wave propagation of (1), phase included, to \(6.5\times10^{-8}\) in every component, while the excited weight reaches \(0.00484\).

If the coupling is dropped, \(|a_1|=1\) and the velocity is \(\partial_\kappa\varepsilon_1\). For constant \(E\), \(\kappa=k-Et\) and \(dt=-d\kappa/E\), so
\[
\Delta x(t)=\int_0^t\partial_\kappa\varepsilon_1\,dt'=-\frac{\varepsilon_1(k-Et)-\varepsilon_1(k)}{E}, \tag{6}
\]
which repeats when \(Et=G\): the Bloch period is \(2\pi/(aE)\).

### (c) The current

The Schrödinger equation gives \(\partial_t|\psi|^2+\partial_x\,\mathrm{Re}[\psi^*(p+A)\psi]=0\), so the particle current of an orbital integrated over a cell is \(\langle u_k|p+\kappa|u_k\rangle\) for \(u_k\) normalized to a cell. An orbital normalized to the crystal of length \(Na\) contributes its mean velocity divided by \(Na\) to the average current. With charge \(-1\) and two spins, and with the Houston expansion,
\[
J=-\frac{2}{Na}\sum_k\langle u_k|p+\kappa|u_k\rangle=-\frac{2}{Na}\sum_k\sum_{m,n}a_m^*a_n\,v_{mn}=J_{\rm intra}+J_{\rm inter},
\]
\[
J_{\rm intra}=-\frac{2}{Na}\sum_k\sum_m|a_m|^2\,\partial_\kappa\varepsilon_m,\qquad J_{\rm inter}=-\frac{2}{Na}\sum_k\sum_{m\neq n}a_m^*a_n\,v_{mn}. \tag{7}
\]
The first part is populations times group velocities, by (4); the second is carried by coherences between bands. The split uses only the basis and the velocity operator, so it survives a time-dependent local \(\delta v\); for a nonlocal potential \(p+\kappa\) is replaced by \(\partial_\kappa h\). Below \(\langle F\rangle_k=N^{-1}\sum_kF(k+A)\). For large \(N\) this is \(G^{-1}\int F\,d\kappa\) over one period, and for a \(G\)-periodic \(F\) it does not depend on \(A\).

A filled band carries no intraband current for any \(A\), since \(\langle\partial_\kappa\varepsilon_1\rangle_k=[\varepsilon_1(\kappa+G)-\varepsilon_1(\kappa)]/G=0\). Inserting \(|a_1|^2=1-\sum_{m>1}|a_m|^2\) in (7) and dropping this vanishing sum gives
\[
J_{\rm intra}=-\frac{2}{Na}\sum_k\sum_{m>1}|a_m|^2\,(v_{mm}-v_{11}), \tag{8}
\]
the current of excited electrons and of the holes they leave. The vanishing sum and (8) are both tested. In the fixed basis \(u_{nk}\) the velocity matrix is \(v_{mn}(k)+A\delta_{mn}\), whose diagonal contains the term \(-2A/a\) in the current; this equals \(-0.12\) at \(A=0.3\) and has to be cancelled by the remaining terms, so that split has no meaning in terms of carriers.

The energy per cell, \(W=(2/N)\sum_k\langle u_k|h|u_k\rangle\), changes only through the explicit time dependence of \(h\), because the terms from \(\partial_tu_k\) combine to \(i\langle[h,h]\rangle=0\). Thus \(\dot W=(2/N)\sum_k\dot\kappa\langle p+\kappa\rangle\), and
\[
\frac{dW}{dt}=a\,J\,E. \tag{9}
\]

To relate \(J_{\rm inter}\) to a polarization, define the operator \(\Xi(\kappa)=\sum_{m\neq n}|u_m\rangle\xi_{mn}\langle u_n|\). A change of phase of \(u_n\) multiplies the off-diagonal \(\xi_{mn}\) by factors that cancel those of the ket and the bra, so \(\Xi\) is independent of the phase choice. Its expectation value obeys \(d\langle\Xi\rangle/dt=i\langle[h,\Xi]\rangle+\dot\kappa\langle\partial_\kappa\Xi\rangle\). By (4),
\[
i[h,\Xi]_{mn}=i(\varepsilon_m-\varepsilon_n)\,\frac{i\,v_{mn}}{\varepsilon_n-\varepsilon_m}=v_{mn}\quad(m\neq n),
\]
and the diagonal vanishes. With \(v_{\rm inter}=\sum_{m\neq n}a_m^*a_nv_{mn}\) and \(\dot\kappa=-E\),
\[
v_{\rm inter}=\frac{d\langle\Xi\rangle}{dt}+E\,\langle\partial_\kappa\Xi\rangle. \tag{10}
\]
The interband current is therefore the derivative of the polarization \(P=-(2/a)\langle\langle\Xi\rangle\rangle_k\) plus a remainder. Differentiating ket, coefficient and bra in \(\Xi\), with \(\partial|u_n\rangle=-i\sum_l|u_l\rangle\xi_{ln}\) and \(\partial\langle u_n|=i\sum_l\xi_{nl}\langle u_l|\), gives the matrix \(\partial_\kappa\xi^{\rm off}-i[\xi,\xi^{\rm off}]\), where \(\xi^{\rm off}\) is \(\xi\) without its diagonal. In the real gauge \(\xi=\xi^{\rm off}\), the commutator vanishes, and \(\langle\partial_\kappa\Xi\rangle=\sum_{m\neq n}a_m^*a_n\,\partial_\kappa\xi_{mn}\). The remainder needs both a field and a coherence. It is not small at a single \(k\): at \(k=0.31416\) bohr\(^{-1}\) in the pulse its largest sampled value is \(0.01158\), which is 29% of the largest \(|v_{\rm inter}|=0.03962\), and (10) holds to \(9.4\times10^{-7}\) when both derivatives are taken by finite differences. "Interband current" and "polarization current" are two definitions, and a quoted split has to say which one it uses.

For a weak, slow field set \(c_m=a_m/a_1\) and \(\Delta_m=\varepsilon_m-\varepsilon_1\) for \(m>1\), in the real gauge. From (5), \(i\dot c_m=(i\dot a_m-c_m\,i\dot a_1)/a_1\), so
\[
i\dot c_m=\Delta_mc_m+E\xi_{m1}+E\sum_{n>1}\xi_{mn}c_n-Ec_m\sum_{n>1}\xi_{1n}c_n .
\]
Count each power of \(E\) and each time derivative as one order of smallness. The first-order terms are \(\Delta_mc_m\) and \(E\xi_{m1}\), so
\[
c_m\simeq-\frac{E\,\xi_{m1}}{\Delta_m}. \tag{11}
\]
This needs \(|E\xi_{m1}|\ll\Delta_m\), field frequencies far below the gap, a slow passage of the edge region (\(\gamma\gg1\)) and a smooth switch-on. It fails for a metal or a closing gap. In the real gauge \(c_m\) of (11) is imaginary and \(v_{1m}\) is real, so \(v_{\rm inter}=2\,\mathrm{Re}\sum_mv_{1m}c_m\) vanishes at first order. The second-order value follows from (10) with (11) alone, because each term on its right already carries an extra derivative or an extra \(E\). With \(S(\kappa)=\sum_{m>1}|\xi_{1m}|^2/\Delta_m\),
\[
\langle\Xi\rangle\simeq2\,\mathrm{Re}\sum_m\xi_{1m}c_m=-2ES,\qquad \frac{d\langle\Xi\rangle}{dt}\simeq-2\dot ES+2E^2\partial_\kappa S,
\]
\[
E\langle\partial_\kappa\Xi\rangle\simeq2E\,\mathrm{Re}\sum_m(\partial_\kappa\xi_{1m})\,c_m=-E^2\sum_m\frac{\partial_\kappa|\xi_{1m}|^2}{\Delta_m},
\]
where the last step uses \(2\,\mathrm{Re}[(\partial\xi_{1m})\xi_{1m}^*]=\partial|\xi_{1m}|^2\). For real \(v\), complex conjugation gives \(h(-\kappa)=h(\kappa)^*\), so \(\varepsilon_n\) is even and \(u_{n,-\kappa}=u_{n\kappa}^*\); then \(\xi_{mn}(-\kappa)=-i\langle u_m|\partial u_n\rangle^*=\xi_{mn}(\kappa)^*\), and \(|\xi_{mn}|^2\) is even too. Both \(E^2\) terms are odd in \(\kappa\) and vanish in the zone average. So does the second-order part of (8), which is the even \(|c_m|^2\) times the odd \(\partial_\kappa\Delta_m\). What is left is
\[
J\simeq J_{\rm inter}\simeq\chi\,\dot E,\qquad \chi=\frac4a\left\langle\sum_{m>1}\frac{|\xi_{1m}|^2}{\Delta_m}\right\rangle_k. \tag{12}
\]
At this order, and after the zone sum, the interband current is the polarization current with \(P=\chi E\), and \(\chi\) is the static independent-particle susceptibility per length. After a pulse \(E=0\), and (5) gives \(a_m^*a_n\propto e^{i(\varepsilon_m-\varepsilon_n)t}\): \(J_{\rm intra}\) is constant, and \(J_{\rm inter}\) oscillates with zero long-time average.

The crystal momentum \(\kappa=k+A\) has been shown to follow the acceleration theorem exactly, and the Houston equations, the intraband and interband currents and the weak, slow-field current \(\chi\dot E\) have been derived. What remains is to count the excited electrons, evaluate the three drives in the model and compare the results with the scaling estimates.

All numerical values are calculated from the stated model.
